# Charge sloshing: why stable density mixing weakens in long metallic cells

Suppose that a self-consistent calculation on a short aluminium cell converges well when 20% of each new density is mixed into the old one. The cell is then made eight times longer. Can the 20% be kept? For plain linear mixing it cannot: at a length of 32 Å the largest stable fraction is about 1.8%, and each further doubling of the length divides it by nearly four. To see what sets this limit, we separate the Coulomb interaction, the response of the electrons and the smaller corrections, and weigh each of them.

## What one mixing step does to an error

Let $n_{\rm in}$ be the density used to build the potential and $n_{\rm out}$ the density of the electrons that move in it. Linear mixing takes

$$n_{\rm in}\;\to\; n_{\rm in}+\alpha\,(n_{\rm out}-n_{\rm in}).$$

At the solution $n^*$ the two densities agree. Start close to it, with $n_{\rm in}=n^*+\delta n$. The error changes the potential energy of an electron by $\delta V=K\,\delta n$, where $K$ is the interaction kernel. The electrons answer with $\delta n_{\rm out}=\chi_0\,\delta V$, where $\chi_0$ is the static density response of independent electrons. To first order, the new error is

$$\delta n+\alpha(\chi_0K\,\delta n-\delta n)=(1-\alpha\varepsilon)\,\delta n,\qquad \varepsilon=1-\chi_0K .$$

We use atomic units in the algebra and keep only the Hartree interaction at first. Poisson's equation for the electron's potential energy is $-\nabla^2\delta V=4\pi\,\delta n$. For a wave $e^{i\mathbf G\cdot\mathbf r}$ it gives $G^2\delta V_G=4\pi\,\delta n_G$, so $K=4\pi/G^2$. The wave $G=0$ is left out, because the number of electrons is fixed and an error can only move charge about.

The eigenvalues of $\varepsilon$ are real and at least 1. To see this, note that the free energy of independent electrons is a minimum over trial states of expressions linear in $V$. Such a minimum is concave in $V$. Its first derivative is the density and its second derivative is $\chi_0$, which is therefore symmetric and has no positive eigenvalue. Since $K$ is positive,

$$K^{1/2}\varepsilon K^{-1/2}=1-K^{1/2}\chi_0K^{1/2}$$

is symmetric, has the same eigenvalues as $\varepsilon$, and has none below 1.

An error mode dies out if $|1-\alpha\varepsilon|<1$, that is, if $0<\alpha\varepsilon<2$. This must hold for every mode, so

$$0<\alpha<\alpha_{\max}=\frac{2}{\varepsilon_{\max}} .$$

The question is now which wave has the largest $\varepsilon$, and how large it is.

## The response of the electrons

Take a uniform electron gas at zero temperature, filled up to the wave number $k_F$. Waves with different $\mathbf G$ do not mix, so $\varepsilon$ is a plain number for each $G$. Apply the weak potential $V_G(e^{iGz}+e^{-iGz})$. First-order perturbation theory changes a plane wave into

$$e^{i\mathbf k\cdot\mathbf r}\left[1+\frac{V_Ge^{iGz}}{E_{\mathbf k}-E_{\mathbf k+\mathbf G}}+\frac{V_Ge^{-iGz}}{E_{\mathbf k}-E_{\mathbf k-\mathbf G}}\right],\qquad E_{\mathbf k}=\frac{k^2}{2}.$$

In the squared modulus, the coefficient of $e^{iGz}$ receives the second term and the complex conjugate of the third. With $k$ now denoting the component of $\mathbf k$ along $\mathbf G$, the energy differences are $-G(k+G/2)$ and $G(k-G/2)$. The two contributions add up to

$$\frac{V_G}{G}\left[\frac{1}{k-G/2}-\frac{1}{k+G/2}\right]=\frac{V_G}{k^2-G^2/4}.$$

Sum over the filled states with density $2/(2\pi)^3$, the 2 being for spin. At given $k$ these states fill a disk of area $\pi(k_F^2-k^2)$. Hence

$$\chi_0=\frac{1}{4\pi^2}\,{\rm PV}\!\!\int_{-k_F}^{k_F}\frac{k_F^2-k^2}{k^2-G^2/4}\,dk .$$

The principal value is used because, near the poles, the contributions of two filled states of nearly equal energy cancel in pairs.

Write $b=G/2$ and split the integrand into $-1+(k_F^2-b^2)/(k^2-b^2)$. The first part gives $-2k_F$. For the second,

$${\rm PV}\!\!\int_{-k_F}^{k_F}\frac{dk}{k^2-b^2}
=\left[\frac{1}{2b}\ln\left|\frac{k-b}{k+b}\right|\right]_{-k_F}^{k_F}
=-\frac1b\ln\left|\frac{k_F+b}{k_F-b}\right| .$$

With $x=b/k_F=G/2k_F$, the result is the Lindhard response

$$\chi_0=-\frac{k_F}{\pi^2}F(x),\qquad F(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right| .$$

For long waves, $\ln[(1+x)/(1-x)]\approx 2x+2x^3/3$. Therefore

$$F\approx\frac12+\frac12(1-x^2)\left(1+\frac{x^2}{3}\right)\approx1-\frac{x^2}{3},$$

and $\chi_0$ tends to $-k_F/\pi^2$. This number is minus the density of states at the Fermi level. Indeed $n=k_F^3/3\pi^2$ and $E_F=k_F^2/2$ give

$$N(E_F)=\frac{dn/dk_F}{dE_F/dk_F}=\frac{k_F^2/\pi^2}{k_F}=\frac{k_F}{\pi^2}.$$

The electron response thus stays finite as the wave grows longer. A slow potential shifts the local band bottom, and the electrons fill up or drain away to a common Fermi level.

## The Coulomb factor

The divergence comes from the other factor, $K=4\pi/G^2$. Together they give

$$\varepsilon\approx1+\frac{4\pi N(E_F)}{G^2}=1+\frac{k_{TF}^2}{G^2},\qquad k_{TF}^2=\frac{4k_F}{\pi}.$$

The longest wave that fits into a rectangular cell with longest edge $L$ has $G=2\pi/L$. It has the largest $\varepsilon$, so

$$\alpha_{\max}\approx\frac{2}{1+(k_{TF}L/2\pi)^2}\;\longrightarrow\;\frac{8\pi^2}{k_{TF}^2L^2}.$$

The arrow requires $k_{TF}L\gg2\pi$. In a short cell the 1 in the denominator counts, and the fall is slower than $L^{-2}$.

## Aluminium, from 4 to 128 Å

Aluminium enters through its valence density: three electrons per atom and four atoms in a cube whose edge is rounded to 4.0 Å. The ions are smeared into a uniform background. The density is

$$n=\frac{12}{(4.0\ \text{Å})^3}=0.1875\ \text{Å}^{-3},$$

and $k_F=(3\pi^2n)^{1/3}=1.771$ Å⁻¹. After conversion from atomic units, $k_{TF}=2.064$ Å⁻¹ and $2\pi/k_{TF}=3.04$ Å. At $L=32$ Å the smallest wave number is 0.1963 Å⁻¹, so

$$\varepsilon\approx1+\left(\frac{2.064}{0.1963}\right)^2\approx111.5,\qquad \alpha_{\max}\approx\frac{2}{111.5}\approx0.018 .$$

The numerical check finds $\varepsilon$ without the Lindhard formula, by differentiating the density map of a plane-wave calculation with a smearing of 0.2 eV:

| $L$ (Å) | simple $\varepsilon$ | computed $\varepsilon$ | $\alpha_{\max}$ |
|---:|---:|---:|---:|
| 4 | 2.73 | 2.61 | 0.77 |
| 8 | 7.91 | 7.79 | 0.26 |
| 16 | 28.6 | 28.5 | 0.070 |
| 32 | 111.5 | 111.4 | 0.0180 |
| 64 | 443.0 | 442.8 | 0.0045 |
| 128 | 1769 | 1769 | 0.0011 |

Between 4 and 8 Å the limit falls as $L^{-1.58}$; between 64 and 128 Å the exponent is $-2.00$. For long cells of this density, the rule is $\alpha_{\max}\approx2(3.04\ \text{Å}/L)^2$. At 4 Å that rule would give 1.16 instead of 0.77, so it should not be carried down to short cells.

The limit is sharp. In the 32 Å cell, 60 mixing steps with $\alpha$ set 3% below the Lindhard limit reduced the longest wave to 0.024 of its initial size. With $\alpha$ 3% above, they enlarged it 32 times. The expected factors are $0.94^{60}\approx0.024$ and $1.06^{60}\approx33$.

## Why the charge sloshes

Put a ripple of 0.1% of the mean density into the 32 Å cell, with one crest and one trough. Charge has moved by a tiny amount, but over a long distance, and the potential ripple has an amplitude of 0.880 eV. The electrons leave the region of high potential. Where the potential varies slowly, the local density is proportional to $(E_F-V)^{3/2}$. With $E_F=11.95$ eV, its relative change is about

$$-\frac32\times\frac{0.880}{11.95}\approx-0.11 .$$

The computed output ripple is $-11.03\%$: opposite in sign to the input and 110 times as large.

Now mix with $\alpha=0.1$. The next input ripple is

$$0.1\%+0.1\,(-11.03\%-0.1\%)\approx-1.01\% .$$

The error has changed sign and grown tenfold. As long as the response stays linear, the next step makes it about $+10\%$. Charge runs from one half of the cell to the other and back. The 1% ripple already makes a potential of about 9 eV, comparable to $E_F$, and a ripple near 10% makes one several times $E_F$. There the response is far from linear and the tenfold growth stops, but the ripple keeps changing sign from step to step, with an amplitude that varies between roughly 1% and a little over 10%, and does not die out. This is charge sloshing. It is a motion in iteration number, not in physical time. The electrons respond correctly to the potential they are given; the fault lies in accepting too much of their answer.

## Smaller corrections

**Finite wavelength.** The response weakens as the wave shortens. The next term of $F$ contributes

$$-\frac{k_{TF}^2}{G^2}\,\frac{x^2}{3}=-\frac{k_{TF}^2}{12k_F^2}=-\frac{1}{3\pi k_F}=-0.113,$$

with $k_F$ in atomic units. It does not depend on $L$.

**Exchange.** The local exchange potential is $V_x=-(3n/\pi)^{1/3}=-k_F/\pi$. Since it varies as $n^{1/3}$, its derivative is

$$\frac{dV_x}{dn}=\frac{V_x}{3n}=-\frac{k_F}{\pi}\,\frac{\pi^2}{k_F^3}=-\frac{\pi}{k_F^2}.$$

This is added to $K$. For long waves it changes $\varepsilon=1-\chi_0K$ by

$$\frac{k_F}{\pi^2}\left(-\frac{\pi}{k_F^2}\right)=-\frac{1}{\pi k_F}=-0.340 .$$

The program finds $-0.338$ at 16 Å. Exchange is attractive and slightly weakens the overshoot, but it has no $1/G^2$ to amplify it. Correlation is not included here.

At 32 Å the contributions to $\varepsilon$ are therefore 110.5 from the Coulomb term, 1 from the input error itself, $-0.11$ from the finite wavelength and $-0.34$ from exchange. The last two together change the limit by about 0.4%. In a 4 Å cell they matter more, since the Coulomb term is only 1.73 there.

**Smearing.** This correction is proportional to the Coulomb term, so it grows with $L$ in absolute size but not in relative size. At temperature $T$, in energy units, the long-wave response is the thermal average of the density of states, $N(\mu)+\frac{\pi^2}{6}T^2N''(\mu)$. For $N\propto\sqrt E$, the second term lowers $N$ by the fraction $\pi^2T^2/24E_F^2$. The same expansion gives the density as $\int_0^\mu N\,dE+\frac{\pi^2}{6}T^2N'(\mu)$. Holding it fixed requires $N\,\delta\mu=-\frac{\pi^2}{6}T^2N'$, and since $N'/N=1/2E_F$, $\mu$ falls by $\pi^2T^2/12E_F$. This lowers $N(\mu)$ by the fraction $\pi^2T^2/24E_F^2$ again. The total relative change is

$$-\frac{\pi^2}{12}\left(\frac{0.2}{11.95}\right)^2\approx-2.3\times10^{-4}.$$

This accounts for the difference at 128 Å between the Lindhard value, 1769.00, and the computed one, 1768.59. It has no practical effect on the choice of $\alpha$.

**The lattice.** A layer potential of amplitude 1 eV, with two layers per cube, changes the computed $\varepsilon$ at 32 Å from 111.37 to 111.04, or by 0.3%. A lattice changes $N(E_F)$, so this shift contains a part proportional to the Coulomb term, which grows with $L$ in absolute size; it was computed at this one length only. This is a check on one simple lattice potential, not a calculation with aluminium ions.

## The price of a stable choice

A small $\alpha$ restores stability, but short waves then converge slowly. Choose $\alpha=1/\varepsilon_{\max}$. The longest wave is removed in one step, to first order. A short wave with $\varepsilon\approx1$ shrinks only by the factor $1-\alpha$, so a thousandfold reduction takes about

$$\frac{\ln1000}{-\ln(1-\alpha)}\approx6.9\,\varepsilon_{\max}$$

steps when $\alpha$ is small. This grows as $L^2$. With errors of equal size in all waves at the start, the program needed 48, 182 and 708 iterations at 8, 16 and 32 Å. The estimates are 50, 193 and 766. They lie above the counts because a wave with $\varepsilon>1$ shrinks faster than the estimate assumes. The counts at 16 and 32 Å depend on the basis by several percent, through two effects of opposite sign. The truncated set of plane waves underestimates the response of the shortest waves it contains, which raises the counts. It also leaves out still shorter waves with $\varepsilon$ closer to 1, which lowers them. The second effect is the larger: a much bigger basis raises the counts by about 5 to 6%, towards the estimates.

A better choice of $\alpha$ does not change the law. The best compromise makes the two extreme modes shrink equally fast: $1-\alpha\varepsilon_{\min}=\alpha\varepsilon_{\max}-1$, or $\alpha=2/(\varepsilon_{\max}+\varepsilon_{\min})$. For $\varepsilon_{\min}\approx1$ and large $\varepsilon_{\max}$, this is nearly twice the previous $\alpha$. It halves the number of steps and leaves the growth as $L^2$.

The cure is to mix long waves more cautiously than short ones. Kerker mixing replaces $\alpha$ by $\alpha G^2/(G^2+k_{TF}^2)$. With the simple form of $\varepsilon$, the error factor becomes

$$1-\alpha\,\frac{G^2}{G^2+k_{TF}^2}\,\frac{G^2+k_{TF}^2}{G^2}=1-\alpha$$

for every $G$. At $\alpha=1$ it vanishes in this approximation. The Lindhard response leaves the remainder $k_{TF}^2(1-F)/(G^2+k_{TF}^2)$. Its largest value is about 0.14, near $x=1.1$, whatever the length, and $0.14^4<10^{-3}$, so four steps suffice. The computed counts are 4, 4 and 5 iterations at 8, 32 and 128 Å; the extra step comes from the truncated plane-wave basis, which underestimates the response of the shortest waves. Removing the $1/G^2$ growth removes the dependence on length almost entirely, which confirms the cause.

## When the metal is missing

In an insulator, a static potential can change the density only by mixing filled states with empty ones across a gap. For a long wave, the matrix element of $e^{iGz}$ between them is proportional to $G$, because at $G=0$ the states are orthogonal. The response contains its square divided by an energy no smaller than the gap, so $\chi_0\propto G^2$. This cancels the Coulomb factor, and $\varepsilon$ tends to a constant.

The program treats a model insulator with the same mean density, motion across the long axis frozen, and a gap of 5.0 eV. Its largest computed $\varepsilon$ is 7.03 at 32 Å and 7.88 at 64 Å, figures that are converged only to one or two percent. It has not yet settled, but it grows by a little over 10% where that of the metal grows almost fourfold. The stable limit is still about 0.25 at 64 Å, against 0.0045 for the metal. A long cell alone does not make $\varepsilon$ grow without bound; that takes states at the Fermi level. They need not conduct along the axis: metal layers with negligible hopping between them still share one Fermi level in the calculation, so a long-wave potential shifts charge from layer to layer through the occupations, and $\varepsilon$ again grows as $L^2$. The constant reached by an insulator rises as the gap narrows, however, so a narrow-gap system can follow the $L^2$ growth over a wide range of lengths and slosh severely before it levels off.

The same reasoning shows where the metallic estimate needs care. It replaces sums over levels by integrals, so k-points and smearing must resolve the density of states at the Fermi level. It also assumes a cell filled with metal: a slab with a thick vacuum layer has a non-uniform response, and its largest $\varepsilon$ must be found for that system. Finally, the limit $2/\varepsilon_{\max}$ belongs to linear mixing with one fixed $\alpha$, close to the solution. It does not describe schemes that combine densities from several earlier steps. It also presumes that the long wave can appear in the error. If the long cell is an exact repetition of the short one and that translation symmetry is imposed on the density, the long waves are projected out and the short-cell limit applies; without imposed symmetry, rounding errors are enough to seed them.

## Calculated quantities

```
cube edge (rounded input): 4.0 angstrom
smearing: 0.2 eV
valence density: 0.1875 1/angstrom^3
kF: 1.771 1/angstrom
Fermi energy: 11.95 eV
kTF: 2.064 1/angstrom
2 pi/kTF: 3.04 angstrom
L=4 angstrom: G=1.5708 1/angstrom, alpha limit=0.76684
  eps: simple 2.73, Lindhard 2.61, computed 2.61
L=8 angstrom: G=0.7854 1/angstrom, alpha limit=0.25672
  eps: simple 7.91, Lindhard 7.79, computed 7.79
L=16 angstrom: G=0.3927 1/angstrom, alpha limit=0.07016
  eps: simple 28.63, Lindhard 28.51, computed 28.51
L=32 angstrom: G=0.1963 1/angstrom, alpha limit=0.01796
  eps: simple 111.51, Lindhard 111.39, computed 111.37
L=64 angstrom: G=0.0982 1/angstrom, alpha limit=0.00452
  eps: simple 443.03, Lindhard 442.91, computed 442.81
L=128 angstrom: G=0.0491 1/angstrom, alpha limit=0.00113
  eps: simple 1769.11, Lindhard 1769.00, computed 1768.59
exponent of alpha limit, 4 to 8 angstrom: -1.579
exponent of alpha limit, 16 to 32 angstrom: -1.966
exponent of alpha limit, 64 to 128 angstrom: -1.998
32 angstrom, 60 steps, 3% below limit: error x 0.024
32 angstrom, 60 steps, 3% above limit: error x 32.1
16 angstrom, eps minus simple: -0.120, formula -0.113
16 angstrom, exchange shift of eps: -0.338, formula -0.340
32 angstrom, input ripple: 0.1 % of density
  potential amplitude: 0.880 eV
  output ripple: -11.03 % of density
plain mixing, 8 angstrom: alpha=0.1283, 48 iterations (estimate 50)
plain mixing, 16 angstrom: alpha=0.0351, 182 iterations (estimate 193)
plain mixing, 32 angstrom: alpha=0.0090, 708 iterations (estimate 766)
Kerker mixing, 8 angstrom: 4 iterations
Kerker mixing, 32 angstrom: 4 iterations
Kerker mixing, 128 angstrom: 5 iterations
32 angstrom, layer potential 1.0 eV: eps=111.04
insulator, 32 angstrom: eps=7.03, alpha limit=0.285
insulator, 64 angstrom: eps=7.88, alpha limit=0.254
insulator layer potential: 5.0 eV, gap: 5.00 eV
```
